# Acceptor radial equations in an even-tempered Gaussian basis

A dense Gaussian basis can stop an acceptor calculation before it yields an energy. With 73 exponents per angular channel and neighbouring exponents in the ratio 1.25, the smallest overlap eigenvalue, positive by definition, comes out of double-precision arithmetic as $-3.4\times10^{-16}$. The Cholesky factorization used by a standard generalized eigensolver can then fail, as it does in the example below. A second fault is silent: a wrong factor in the coupling between the channels leaves the hydrogenic limit intact, because the coupling vanishes there. The scheme below bounds the overlap eigenvalues in advance, removes nearly dependent directions below a chosen cutoff, and tests the coupling where it is nonzero.

## Model and scaled units

A hole with spin $J=3/2$ moves in the spherical Luttinger model around a screened point charge. Hole energy is measured from the band edge and counted positive into the band, so bound states have $E<0$. In atomic units

$$H=\left(\gamma_1+\tfrac52\gamma\right)\frac{p^2}{2}-\gamma(\mathbf p\cdot\mathbf J)^2-\frac1{\varepsilon r}.$$

Cubic warping, the split-off band, the short-range potential of the impurity and wavevector-dependent screening are left out. Define

$$Q(\mathbf n)=\tfrac54-(\mathbf n\cdot\mathbf J)^2 ,$$

so that the kinetic energy is $\gamma_1p^2/2+\gamma p^2Q(\hat{\mathbf p})$. Measure length in $a^*=\varepsilon\gamma_1$ and energy in $R^*=1/(2\gamma_1\varepsilon^2)$. Then $\gamma_1/(2a^{*2})=R^*$, $\gamma/a^{*2}=(2\gamma/\gamma_1)R^*$ and $1/(\varepsilon a^*)=2R^*$, which gives

$$H=p^2[1+\mu Q(\hat{\mathbf p})]-\frac2r,\qquad \mu=\frac{2\gamma}{\gamma_1},\quad |\mu|<1 .$$

Along $\mathbf p$, the spin projection $\pm3/2$ has $Q=-1$ and $\pm1/2$ has $Q=+1$. For $\mu>0$ these are the heavy and light holes, with masses $1/(\gamma_1-2\gamma)$ and $1/(\gamma_1+2\gamma)$. The condition $|\mu|<1$ keeps both positive.

## Reduction to two radial functions

Since $Q$ has eigenvalues $\pm1$, $Q^2=1$. The average of $n_in_j$ over directions is $\delta_{ij}/3$, so the average of $(\mathbf n\cdot\mathbf J)^2$ is $J(J+1)/3=5/4$ and that of $Q$ is zero. What remains is quadratic and traceless in $\mathbf n$, hence purely $L=2$. For a constant normalized spinor $\chi$, write

$$\psi=\frac{f(r)+g(r)Q(\hat{\mathbf r})}{\sqrt{4\pi}}\,\chi .$$

$Q$ is invariant under joint rotation of space and spin, so $\psi$ keeps the total angular momentum $F=3/2$ of $\chi$. For real $f,g$ the norm is $\int(f^2+g^2)r^2dr$: the cross term averages to zero and $Q^2=1$. The state sought is the lowest one of this form, which grows out of the 1s state at $\mu=0$.

No further channel enters. A Fourier transform multiplies an $L=2$ function by $(-i)^2=-1$, so $\psi$ becomes $F(p)-G(p)Q(\hat{\mathbf p})$ acting on $\chi$, and

$$p^2(1+\mu Q)(F-GQ)=p^2\left[(F-\mu G)-(G-\mu F)Q\right].$$

The term proportional to $\mu$ exchanges the channels and has no S–S or D–D part.

In position space $p^2Q=-\frac54\nabla^2+(\mathbf J\cdot\nabla)^2$. With

$$\partial_i\partial_jf=\hat r_i\hat r_j\left(f''-\frac{f'}r\right)+\delta_{ij}\frac{f'}r ,$$

its action on $f$ is

$$-\frac54\left(f''+\frac{2f'}r\right)+(\hat{\mathbf r}\cdot\mathbf J)^2\left(f''-\frac{f'}r\right)+\frac{15}4\frac{f'}r
=-Q(\hat{\mathbf r})\left(f''-\frac{f'}r\right).$$

The D-to-S operator is the adjoint. Two integrations by parts, whose boundary terms vanish for regular functions, give

$$-\int r^2g\left(f''-\frac{f'}r\right)dr=-\int f\left[(r^2g)''+(rg)'\right]dr .$$

The bracket is $r^2g''+5rg'+3g$. The radial equations are therefore

$$-f''-\frac{2f'}r-\frac{2f}r-\mu\left(g''+\frac{5g'}r+\frac{3g}{r^2}\right)=Ef,$$

$$-g''-\frac{2g'}r+\frac{6g}{r^2}-\frac{2g}r-\mu\left(f''-\frac{f'}r\right)=Eg .$$

Replacing $g$ by $-g$ reverses the sign of $\mu$. The spectrum of this pair is thus even in $\mu$, and the overall sign of the coupling is a phase convention.

### Behaviour at the charge

Insert $f=f_0(1+a_1r)$ and $g=f_0b_1r$, with $f_0\ne0$, and collect the terms in $1/r$:

$$-2a_1-2-8\mu b_1=0,\qquad 4b_1+\mu a_1=0 .$$

The second equation gives $b_1=-\mu a_1/4$. The first then gives

$$a_1=-\frac1{1-\mu^2},\qquad b_1=\frac{\mu}{4(1-\mu^2)} .$$

The D function starts as $r$, while each Gaussian D function starts as $r^2$. A sum of ever tighter Gaussians must build the linear start, so the D channel needs tight exponents just as the S cusp does.

## Matrix elements

Use $u_a=N_ar^Le^{-ar^2}$ and

$$I_n(s)=\int_0^\infty r^ne^{-sr^2}dr=\frac{\Gamma((n+1)/2)}{2s^{(n+1)/2}} .$$

Normalization requires $N_a^2=1/I_{2L+2}(2a)$. The overlap is then

$$S^{(L)}_{ab}=\left(\frac{2\sqrt{ab}}{a+b}\right)^{q},\qquad q=L+\tfrac32 .$$

The uncoupled kinetic operator multiplies $r^Le^{-br^2}$ by $(4L+6)b-4b^2r^2$. Since $I_{2L+4}(s)/I_{2L+2}(s)=q/s$ and $4q=4L+6$,

$$T_{ab}=(4L+6)\,b\left(1-\frac b{a+b}\right)S^{(L)}_{ab}=(4L+6)\frac{ab}{a+b}S^{(L)}_{ab}.$$

The Coulomb term needs $I_{2L+1}/I_{2L+2}$:

$$V_{ab}=-2\frac{\Gamma(L+1)}{\Gamma(L+3/2)}\sqrt{a+b}\;S^{(L)}_{ab}.$$

For the coupling, let $a$ belong to the S function and $b$ to the D function. For $u=e^{-ar^2}$, $u''-u'/r=4a^2r^2u$, so

$$C_{ab}=-4\mu a^2N_a^{(0)}N_b^{(2)}I_6(a+b)=-4\mu a^2\frac{N_a^{(0)}}{N_a^{(2)}}S^{(2)}_{ab}.$$

The squared ratio of norms is $I_6(2a)/I_2(2a)=(15/4)/(2a)^2$. Its root is $\sqrt{15}/(4a)$, and

$$C_{ab}=-\sqrt{15}\,\mu\,a\,S^{(2)}_{ab}.$$

This block is not symmetric in $a$ and $b$; the full matrix is symmetric because the lower block is $C^T$.

## How small the overlap eigenvalues become

Take $\alpha_k=\alpha_1\beta^{k-1}$ and $h=\ln\beta$. The overlap depends only on the index difference:

$$S_{ij}=\operatorname{sech}^{q}\left[\frac{(i-j)h}2\right].$$

Define its symbol $\Phi(\theta)=\sum_m\operatorname{sech}^{q}(mh/2)e^{im\theta}$. For real coefficients $c_k$,

$$c^TSc=\frac1{2\pi}\int_{-\pi}^{\pi}\Phi(\theta)\Big|\sum_kc_ke^{ik\theta}\Big|^2d\theta ,$$

so every eigenvalue lies between the minimum and maximum of $\Phi$, whatever the basis size. Poisson summation gives $\Phi(\theta)=\sum_kG(\theta+2\pi k)$, where $G$ now denotes the Fourier transform of $\operatorname{sech}^q(ht/2)$. With $w=e^{ht}$ it becomes a beta integral:

$$G(\omega)=\frac{2^q}h\int_0^\infty\frac{w^{q/2+i\omega/h-1}}{(1+w)^q}dw=\frac{2^q}{h\,\Gamma(q)}\left|\Gamma\left(\frac q2+\frac{i\omega}h\right)\right|^2 .$$

To locate the minimum, use the product

$$\left|\Gamma\left(\frac q2+\frac{i\omega}h\right)\right|^2=\Gamma\left(\frac q2\right)^2\prod_{n\ge0}\left[1+\frac{\omega^2}{h^2(q/2+n)^2}\right]^{-1}.$$

Each factor has the form $1/(1+\omega^2/A)=\int_0^\infty e^{-s-s\omega^2/A}ds$, so $G$ is a positive mixture of Gaussians in $\omega$. A periodized Gaussian is a theta function, whose Jacobi product has factors $1+2z^{2m-1}\cos\theta+z^{4m-2}$ with $0<z<1$. These are positive and decrease from $\theta=0$ to $\pi$, hence so does $\Phi$:

$$\Phi(\pi)\le s_i\le\Phi(0).$$

For small $h$, the two nearest images dominate at $\theta=\pi$. Using $|\Gamma(x+iy)|^2\simeq2\pi y^{2x-1}e^{-\pi y}$ for large $y$,

$$\Phi(\pi)\simeq\frac{2^{q+2}\pi}{h\,\Gamma(q)}\left(\frac\pi h\right)^{q-1}e^{-\pi^2/h}.$$

Widening the exponent range at fixed $\beta$ cannot push an eigenvalue below $\Phi(\pi)$. Packing exponents more densely lowers that bound exponentially in $1/h$.

## Algorithm and cost

```text
input: mu, alpha_min, alpha_max, N, tau
alpha = N exponents in geometric progression
for L in {0, 2}:
    build S_L and H_L = T_L + V_L
    diagonalize S_L = U diag(s) U^T
    keep columns with s > tau
    X_L = U_kept diag(s_kept^(-1/2))
C[a,b] = -sqrt(15) * mu * alpha[a] * S_2[a,b]
H = [[H_0, C], [C^T, H_2]]
X = blockdiag(X_0, X_2)
K = X^T H X;  K = (K + K^T)/2
diagonalize K y = E y
return lowest E, coefficients c = X y
```

Storage is of order $N^2$ and the diagonalizations cost of order $N^3$. Treating the two overlap blocks separately keeps the channels distinct and shows which one is redundant.

In exact arithmetic, discarding directions restricts the variational space and can only raise the lowest energy. Keeping them exposes $K$ to rounding: an error of norm $\epsilon\|H\|$ in $H$, with $\epsilon$ the machine precision, may grow to $\epsilon\|H\|/\tau$. The diagonal kinetic element is $(2L+3)a$, so this scale rises with the largest exponent. It is a worst-case scale for one source of error, not a prediction for the ground state.

To measure the actual error, the same finite-basis problem can be treated in higher precision without a full diagonalization. Write $S=BB^T$. Then

$$H-\sigma S=B\left(B^{-1}HB^{-T}-\sigma\right)B^T .$$

Congruence preserves the number of negative directions, so the number of negative pivots in symmetric elimination of $H-\sigma S$ equals the number of levels below $\sigma$. Shifts just below and just above a computed ground energy should give counts 0 and 1. One inverse-iteration step and a Rayleigh quotient then refine the energy. Each elimination costs about $(2N)^3/3$ multiplications in the higher precision, or half as many if only one triangle of the symmetric matrix is updated.

## Limits that constrain the answer

**Decoupled limit.** At $\mu=0$ both channels are hydrogenic, with $E=-1/n^2$ and $n\ge L+1$. The range of exponents must suit the state. The identity

$$e^{-\kappa r}=\frac{\kappa}{2\sqrt\pi}\int_0^\infty\alpha^{-3/2}e^{-\kappa^2/(4\alpha)}e^{-\alpha r^2}d\alpha$$

shows that diffuse Gaussians are suppressed by $e^{-\kappa^2/(4\alpha)}$. For $n=3$, $\kappa=1/3$: the factor is about $0.06$ at $\alpha=10^{-2}$, too large to cut off there, but about $10^{-12}$ at $\alpha=10^{-3}$.

**Weak coupling.** Write the coupling as $\mu W$. It has no diagonal element in the 1s state, so the energy changes first at order $\mu^2$:

$$E=-1+c_2\mu^2+\cdots,\qquad c_2=-\sum_d\frac{|\langle d|W|1s\rangle|^2}{E_d+1},$$

where $d$ runs over the uncoupled D states, including the continuum as represented by the basis. This limit is sensitive to the size of $C$.

**Finite coupling.** Since $1+\mu Q\ge1-|\mu|$, $H$ is bounded below by $(1-|\mu|)p^2-2/r$, whose lowest level is $-1/(1-|\mu|)$. The trial state $f=2e^{-r}$, $g=0$ has energy $-1$. Hence

$$-\frac1{1-|\mu|}\le E\le-1 .$$

All kinetic terms scale as inverse length squared and the potential as inverse length. Stationarity under a change of scale gives $2\langle T\rangle+\langle V\rangle=0$, so $\langle V\rangle=2E$.

**Strong coupling.** As $|\mu|\to1$, one band loses its kinetic energy, the lower bound diverges, and so does $b_1$. The demand for tight functions then grows, and effective-mass theory loses its separation of length scales if the state contracts to atomic size.

## Worked example

Take round parameters $\gamma_1=5$, $\gamma=1.5$ and $\varepsilon=12$, not attached to a material. Then $\mu=3/5=0.6$, and the heavy and light masses are $1/2$ and $1/8$ of the electron mass. The length unit is $60$ bohr radii, or $31.75$ Å. The energy unit is the Rydberg energy divided by $5\times12^2=720$, or $0.018897$ eV.

For the decoupled limit, 45 exponents from $10^{-3}$ to $10^5$ in units of $a^{*-2}$ and $\tau=10^{-8}$ give 1s, 2s, 3s and 3d levels within $1.5\times10^{-11}$ eV of $-R^*/n^2$. One of the two degenerate $n=3$ levels lies $4.9\times10^{-14}$ eV below its exact value; a variational energy cannot do so in exact arithmetic, so this is rounding.

For weak coupling, the perturbation sum, evaluated with 40 Laguerre functions per channel, gives $c_2=-0.01698$ eV. In the Gaussian basis, $[E(\mu)-E(0)]/\mu^2$ at $\mu=0.05$ is $-0.01702$ eV. At $\mu=0.6$ the second-order shift would be $-0.01698\times0.36=-0.0061$ eV, against a full shift of $-0.0095$ eV. Second order is therefore inadequate for this acceptor.

The coupled state is next computed with exponents from $10^{-2}$ to $10^5$ in units of $a^{*-2}$ and $\tau=10^{-8}$. Here $s_{\min}$ is the smallest computed S-channel eigenvalue.

| $N$ | $\beta$ | $\Phi(\pi)$ | $s_{\min}$ | $E$ (eV) |
|---:|---:|---:|---:|---:|
| 13 | 3.83 | $2.9\times10^{-2}$ | $3.3\times10^{-2}$ | −0.0283374897 |
| 25 | 1.96 | $5.4\times10^{-5}$ | $6.4\times10^{-5}$ | −0.0284003115 |
| 37 | 1.56 | $6.3\times10^{-8}$ | $7.9\times10^{-8}$ | −0.0284003122 |
| 73 | 1.25 | $4.8\times10^{-17}$ | $-3.4\times10^{-16}$ | −0.0284003122 |

The long decimals show convergence with $N$ for this fixed exponent range, not the accuracy of the model. The exact solution of the radial equations lies about $4\times10^{-11}$ eV below the $N=73$ basis energy, so the last digit shown is not converged. At $N=37$ no direction is discarded and the energy has settled to the digits shown. At $N=73$ the cutoff keeps 42 S and 50 D directions: most of the added functions contribute no new direction above the cutoff.

The binding energy is $0.0284$ eV, about 1.50 times the decoupled value and inside the bounds $0.0189$ and $0.0472$ eV. The potential energy is $-0.0568$ eV, twice the total. The D channel carries 16% of the norm. The mean radius is $33.5$ Å, smaller than the $1.5a^*=47.6$ Å of the decoupled 1s state. At $r=0.01a^*$, or $0.32$ Å, the ratio $g/(rf)$ is $0.241$ in scaled units, near its limit at the origin, $0.6/(4\times0.64)=0.234$. That distance lies inside the atomic core region, so the cusp belongs to the mathematical model and not to a real impurity.

A Laguerre basis in which the D functions start as $r$, again with 40 functions per channel, gives $-0.028400312$ eV, the same as the Gaussian result to these digits.

## What the cutoff does

For $N=73$, the error relative to the 40-digit energy of the same basis is:

| $\tau$ | kept S/D | error (eV) |
|---:|---:|---:|
| $10^{-15}$ | 69/73 | $1.1\times10^{-13}$ |
| $10^{-8}$ | 42/50 | $1.6\times10^{-11}$ |
| $10^{-4}$ | 26/32 | $9.4\times10^{-11}$ |
| $10^{-2}$ | 17/22 | $1.2\times10^{-7}$ |

The error falls as the cutoff is lowered. The entries for $\tau\ge10^{-8}$ change by less than $10^{-12}$ eV when the basis is reordered and measure the discarded directions. At $10^{-15}$ the error is comparable with the rounding seen in the decoupled levels: reordering the same exponents moves it between about $-2\times10^{-13}$ and $+1\times10^{-13}$ eV, so only its order of magnitude has meaning, and this single run cannot separate rounding from the effect of the discarded directions. It shows no larger rounding damage in the ground energy. The worst-case scale $\epsilon\|H\|/\tau$ at $\tau=10^{-8}$ is $1.2\times10^{-3}$ eV, far above the observed error. The calculation does not identify the reason for this difference. The value $10^{-8}$ is thus a cautious choice, not an optimum. At $10^{-15}$ the retained overlap eigenvalues approach the rounding error already visible in $s_{\min}$, and the good result for one state gives no assurance for others.

## Failure modes

- If Cholesky factorization fails, compare $\Phi(\pi)$ with machine precision before changing the solver. A larger $\beta$ or a cutoff addresses the cause.
- If the decoupled levels are right but $c_2$ is wrong, inspect $C$, in particular the use of the S exponent in its prefactor.
- If excited levels are too high while the ground level is converged, extend the range towards smaller exponents.
- If the energy changes with $\tau$ by more than the required accuracy, either needed directions are being discarded or rounding has entered. Repeating the calculation in higher precision distinguishes the two.
- If the calculated energy converges but disagrees with a real acceptor, a denser basis cannot supply the omitted warping, split-off band or central-cell potential.
